# The Turkevich–Scher dimension 5/3 of a diamond-shaped lattice aggregate

**1. Definitions and conventions**

An aggregate occupies sites of a square lattice with spacing $a$. Walkers are released one at a time from far away, step to each nearest neighbour with probability $1/4$, and stop at the first empty site adjacent to the aggregate. This is hit-and-stick growth: a stopped walker never moves again.

The *hull* is the diamond $|x|+|y|\le R$, whose four tips lie on the lattice axes at distance $R=na$ from the seed. The interior angle of a tip, measured inside the hull, is $\beta$; for the diamond $\beta=\pi/2$. The particle number is $N$, and the dimension $D$ is defined by $N\propto R^D$. The symbol $\sim$ means equality up to a constant factor at large $n$.

The argument rests on three assumptions.

1. The hull remains a diamond. One tip is followed, and the other three are kept level with it.
2. The whole hull absorbs walkers, even where sites inside it are empty.
3. The followed tip advances by $a$ when its tip site is hit.

Under these assumptions $D=5/3$. This is a property of the closure, not a theorem about freely grown diffusion-limited aggregates.

**2. From random walks to a flux problem**

Let $u(\mathbf r)$ be the expected number of visits a walker makes to $\mathbf r$ before it stops. Away from the source, each visit comes from one of four neighbours, so

$$u(\mathbf r)=\frac14\sum_{i=1}^4u(\mathbf r+a\mathbf e_i). \tag{1}$$

In a Taylor expansion the first derivatives cancel between opposite neighbours, and the second derivatives leave $(a^2/4)\nabla^2u=0$. On scales much larger than $a$,

$$\nabla^2u=0,\qquad u=0\ \text{on the hull}, \tag{2}$$

with logarithmic growth far away. The probability of stopping per unit hull length is the normalized flux

$$q=\frac{\partial_nu}{\oint\partial_nu\,ds}, \tag{3}$$

where the normal points outward.

**3. The corner singularity**

Near a tip, the walkers see a wedge of opening $\omega=2\pi-\beta$. Use polar coordinates centred on the tip, with faces at $\phi=0$ and $\phi=\omega$. Inserting $u=r^\nu g(\phi)$ into (2) gives $g''+\nu^2g=0$ with $g(0)=g(\omega)=0$. Hence $g=\sin(\nu\phi)$ and $\nu=m\pi/\omega$ with integer $m$. Negative powers are excluded because $u$ stays bounded at the tip. Terms with $m\ge2$ change sign inside the wedge, so they cannot lead in a positive function. The leading term has $m=1$:

$$u\simeq b\,r^\nu\sin(\nu\phi),\qquad \nu=\frac{\pi}{2\pi-\beta}. \tag{4}$$

On the face $\phi=0$ the normal derivative is $r^{-1}\partial_\phi u=b\nu r^{\nu-1}$.

Normalize the total flux to one. The integral $\oint\partial_nu\,ds$ is dimensionless in two dimensions, so for hulls of one shape $u$ depends on position only through $\mathbf r/R$. Therefore $b=\hat b R^{-\nu}$, where $\hat b$ depends on shape alone. Integration over a length $s$ on both faces gives

$$P(s)=2\int_0^s\hat b\,\nu\,r^{\nu-1}R^{-\nu}\,dr
=2\hat b\left(\frac sR\right)^\nu. \tag{5}$$

The integral converges because $\nu>0$. A tip site collects walkers over a length of order $a$, so its hitting probability is

$$p_{\rm tip}\sim(a/R)^\nu. \tag{6}$$

For $\beta=\pi/2$, $\nu=\pi/(3\pi/2)=2/3$. The flux density diverges as $r^{-1/3}$, but growth is governed by the integrated exponent $2/3$.

**4. The prefactor of the diamond**

Map the region $|w|>1$ onto the exterior of the diamond by $z=f(w)$, with

$$f'(w)=A(1-w^{-4})^{1/2},\qquad A>0, \tag{7}$$

where the root tends to $1$ at infinity. To verify the shape, set $w=e^{i\theta}$ with $0<\theta<\pi/2$. Then

$$1-e^{-4i\theta}=2\sin(2\theta)\,e^{i(\pi/2-2\theta)}, \tag{8}$$

so $f'$ has phase $\pi/4-\theta$. The boundary tangent $dz/d\theta=ie^{i\theta}f'$ has phase $\pi/2+\theta+\pi/4-\theta=3\pi/4$, which is constant: this quarter circle becomes a straight side running up and to the left. Since $f'(iw)=f'(w)$, each following side is turned by $90^\circ$. The expansion of $f'$ in $w^{-4}$ has no $1/w$ term, so the boundary closes. With zero integration constant, $f(1)$ is real and the tips lie on the axes.

The function $\ln|w|$ vanishes on the hull, is harmonic and grows logarithmically. A conformal map preserves flux, so the hitting probability is uniform in angle, $q\,ds=d\theta/(2\pi)$. From (7) and (8),

$$ds=|f'|\,d\theta=A\sqrt{2|\sin2\theta|}\,d\theta. \tag{9}$$

A side has length $\sqrt2R$. With $t=2\theta$,

$$\sqrt2R=\sqrt2A\int_0^{\pi/2}\!\sqrt{\sin2\theta}\,d\theta
=\frac{\sqrt2A}{2}\int_0^\pi\!\sqrt{\sin t}\,dt=\sqrt2AI, \tag{10}$$

where $I=\int_0^{\pi/2}\sqrt{\sin t}\,dt=1.198$; the last step uses symmetry about $t=\pi/2$. Thus $R=IA$.

Near the tip at $\theta=0$, $\sin2\theta\simeq2\theta$, so $ds\simeq2A\theta^{1/2}d\theta$ and $s\simeq(4A/3)\theta^{3/2}$. Solving for $\theta$ and counting both faces, which contribute $2\theta/(2\pi)$, gives

$$P(s)\simeq\frac1\pi\left(\frac{3Is}{4R}\right)^{2/3}
=c\left(\frac sR\right)^{2/3},\qquad c=0.296, \tag{11}$$

for $s\ll R$. This fixes the constant left open in (5).

**5. The tip on the lattice**

Equation (11) cannot say what length $s$ belongs to one lattice site. That requires the discrete problem. Measure lattice vectors $\mathbf x$ in units of $a$ and define the potential kernel

$$K(\mathbf x)=\int_{-\pi}^{\pi}\!\int_{-\pi}^{\pi}\frac{d^2k}{(2\pi)^2}\,
\frac{1-\cos(\mathbf k\cdot\mathbf x)}{1-\lambda},\quad
\lambda=\frac{\cos k_x+\cos k_y}{2}. \tag{12}$$

Averaging $\cos(\mathbf k\cdot\mathbf x)$ over the four neighbours multiplies it by $\lambda$. The neighbour average of $K$ minus $K$ itself is therefore $\int d^2k\,\cos(\mathbf k\cdot\mathbf x)/(2\pi)^2$, which is $1$ at the origin and $0$ elsewhere.

Let $h(\mathbf y)$ be the probability of stopping at perimeter site $\mathbf y$. Solve

$$\sum_{\mathbf y}K(\mathbf x-\mathbf y)h(\mathbf y)=\kappa
\ \ (\mathbf x\ \text{on the perimeter}),\qquad
\sum_{\mathbf y}h(\mathbf y)=1. \tag{13}$$

The function $\sum_{\mathbf y}K(\mathbf x-\mathbf y)h(\mathbf y)-\kappa$ vanishes on the perimeter and obeys (1) outside it, so it is the visit function $u$. Its neighbour average at $\mathbf y$ is $h(\mathbf y)$, which is the rate of arrival there. Inside the perimeter it is zero and contributes nothing.

The perimeter of a filled diamond of radius $n-1$ is the diamond of radius $n$. Call its tip-site probability $h_n$. The solution gives

$$h_n\simeq C n^{-2/3},\qquad C=0.268. \tag{14}$$

Comparison with (11) assigns the tip site an effective length $(C/c)^{3/2}a=0.86a$ on each face. The prefactor in (11) was also tested at $n=256$ for the tip and 16 sites on each side. The lattice probability is 0.0603 and the leading form (11) gives 0.0600.

To test that the angle sets the exponent, (13) was solved for absorbing shapes at $n=128$ and $256$. The rhombus is $|x|+2|y|\le n$, and the cross has four one-site-wide arms. These shapes test the flux exponent only; they are not proposed as growing hulls.

| Tip | $\beta$ | Lattice exponent | $\nu$ from (4) |
|---|---:|---:|---:|
| Cross | $0^\circ$ | 0.499 | 0.500 |
| Rhombus, sharp | $53.1^\circ$ | 0.587 | 0.587 |
| Diamond | $90^\circ$ | 0.667 | 0.667 |
| Rhombus, blunt | $126.9^\circ$ | 0.772 | 0.772 |

**6. From tip probability to dimension**

While the tip waits at perimeter radius $k$, each arriving walker hits it with probability $h_k$. The number $j$ of arrivals up to and including the first hit has mean

$$\langle j\rangle=\sum_{j=1}^{\infty}j\,h_k(1-h_k)^{j-1}=\frac1{h_k}. \tag{15}$$

Starting from one seed particle, the mean number when the tip reaches radius $n$ is

$$N(n)=1+\sum_{k=1}^n\frac1{h_k}. \tag{16}$$

For $n=1$, symmetry gives $h_1=1/4$ and a mean number $N=5$, equal to the number of sites in the first diamond. At large $n$, (14) gives

$$N\simeq\frac1C\int_0^nk^{2/3}\,dk
=\frac{3}{5C}\,n^{5/3},\qquad D=\frac53. \tag{17}$$

The continuum form of the same step is $dR/dN=a\,p_{\rm tip}$: each particle advances the tip by $a$ with probability $p_{\rm tip}$. For a hull of fixed shape whose advancing tips all have the angle $\beta$, (6) gives $dN/dR\sim R^\nu$, hence

$$D=1+\nu=1+\frac{\pi}{2\pi-\beta}. \tag{18}$$

The limit $\beta\to0$ gives $D=3/2$ for slender arms. Such arms must still widen as they grow, because arms one site wide hold only about $4n$ particles, too few for $N\sim n^{3/2}$. The limit $\beta\to\pi$ removes the corner and gives $D=2$, the value for compact growth.

The first correction to replacing the sum by an integral is half the last term, $n^{2/3}/(2C)$. Relative to (17) it is $5/(6n)$. It lowers the local exponent between $n=64$ and $128$ by about $0.009$, to $1.657$; the sum (16) gives $1.656$.

The number also fluctuates. For the followed tip, the variance of $j$ is $(1-h_k)/h_k^2\simeq k^{4/3}/C^2$, and successive waits are independent. Summing variances gives $3n^{7/3}/(7C^2)$, so the standard deviation relative to $N$ is

$$\frac{\sigma_N}{N}\simeq\frac53\sqrt{\frac37}\,n^{-1/2}
\simeq1.09\,n^{-1/2}. \tag{19}$$

If each tip's hitting probability depended only on its own radius, four separate tips would differ in length by a relative amount of order $n^{-1/2}$. But when the hull is spanned by four free tips, a longer tip is also sharper. For a rhombus with half-diagonals $n(1\pm\delta)$ and small $\delta$, the angles are $\beta\simeq\pi/2\mp2\delta$, so $\nu$ shifts by $\mp8\delta/(9\pi)$. By (6), the ratio of long-tip to short-tip probability then grows as $n^{0.57\delta}$. Once it exceeds the length ratio, the rhombus elongates further. For the rhombus of Section 5, (13) gives a ratio of $3.1$ at $n=128$ and $3.5$ at $n=256$, against a length ratio of $2$. The diamond is thus unstable towards a rhombus, and assumption 1 is an imposed constraint, not an average over free tips.

**7. What the closure leaves unresolved**

A diamond of radius $n$ contains $1+\sum_{k=1}^n4k=2n^2+2n+1$ sites. Its filled fraction therefore falls as

$$\frac{N}{2n^2}\simeq\frac{3}{10C}\,n^{-1/3}. \tag{20}$$

The closure treats an increasingly sparse object as a complete absorber. Real walkers can enter the gaps, which assumption 2 forbids.

Keeping the shape fixed also demands uneven filling. During one tip advance there are on average $1/h_{\rm tip}$ arrivals, so a new hull site with hitting probability $h_{\rm site}$ receives $h_{\rm site}/h_{\rm tip}$ particles. At $n=100$ the two probabilities are $0.00191$ at mid-face and $0.0124$ at the tip, so mid-face filling is about 15%. If growth instead filled every part of the face to the same density, its advance would follow the flux and the tips would outrun the faces. The tip angle would at first shrink, and if it kept shrinking, (18) would move from $5/3$ towards $3/2$. The closure contains no equation for $\beta$ and cannot decide whether this happens.

Four clusters of 2000 particles, grown by explicit walkers with no assumed hull, provide a comparison. The growth of their root-mean-square distance from the seed, between 100 and 2000 particles, gives an effective dimension of about $1.77$, with single clusters between $1.60$ and $1.94$. The value $5/3$ is about $0.1$ below the ensemble estimate. It lies within the scatter of single clusters, but that does not show agreement with the mean. Such small clusters do not determine the asymptotic dimension. Their mean largest Euclidean radius is 79 spacings, and the diamond $|x|+|y|\le R$ enclosing a cluster is at least as large, whereas the diamond model reaches 58 at the same $N$. The model's prefactor is thus not a good estimate of the extent of free clusters at this size.

**8. Could such an island form on Cu(100)?**

Consider a square surface with rough values in the regime of Cu(100): spacing $0.26$ nm, terrace-hop barrier $E_t=0.40$ eV, edge-hop barrier $E_e=0.25$ eV and a common attempt rate $\nu_0=10^{13}$ s$^{-1}$. Choose $T=350$ K, a slow deposition flux $F=10^{-4}$ monolayers/s and a capture zone of $M=300\times300=90000$ sites.

For a tip radius of 100 sites, or $26$ nm, (16) gives $N=4874$; the power law (17) gives $4831$, lower by 0.9%. The spread for one tip is 11%, as (19) predicts. A full diamond has 20201 sites, so the filling is $4874/20201=24\%$. Atoms reach the zone at the rate $FM=9.0$ s$^{-1}$, and deposition takes $4874/9.0\simeq542$ s.

Two conditions must hold for this hit-and-stick island to be relevant. An atom needs roughly $M$ terrace hops to find the island, up to a logarithmic factor, and should finish before the next arrives. An attached atom should not hop along the edge in that interval. With hop rates $\Gamma_i=\nu_0e^{-E_i/k_BT}$,

$$\Gamma_t>FM^2,\qquad \Gamma_e<FM. \tag{21}$$

The first condition holds: $\Gamma_t=1.7\times10^7$ s$^{-1}$ exceeds $8.1\times10^5$ s$^{-1}$ by a factor of about 21. This compares average times and does not guarantee a single island: over thousands of arrivals, pairs of atoms can still meet on the terrace, from several to a few tens of times, and if such pairs are stable they start further islands in the zone. The second fails: $\Gamma_e=2.5\times10^9$ s$^{-1}$ allows about $2.8\times10^8$ edge hops between arrivals. Suppressing them at 350 K would need an edge barrier above about $0.84$ eV.

Cooling does not help. Dividing the inequalities in (21) gives $\Gamma_t/\Gamma_e>M$, or

$$E_e>E_t+k_BT\ln M. \tag{22}$$

With equal attempt rates and $E_e<E_t$, no temperature satisfies this. Edge hops fall to one per arrival near $105$ K, where the terrace rate is $5\times10^{-7}$ s$^{-1}$ and atoms no longer reach the island.

Real Cu(100) islands grown near room temperature are typically compact, in line with this estimate. The broken assumption is that an attached atom never moves again. If edge motion filled the diamond completely, the same 4874 atoms would have a tip radius of about $\sqrt{4874/2}\simeq49$ sites, or $13$ nm instead of $26$ nm, and the exponent would be $2$ instead of $5/3$. With nearest-neighbour bonds, a filled square with sides along the lattice axes has fewer broken bonds than the diamond; its corners lie at the same distance, $\sqrt{4874/2}$ sites. The estimate (21) does not include the higher barriers an atom may meet at kinks and corners, so it shows that atoms on straight edges do not stay where they hit, but does not predict the detailed compact shape.

Deposition throughout the zone is another departure from the model, which releases walkers far away. At the final size, 22% of arriving atoms land inside the hull, including 5% on the island itself. The rest start outside it, but at distances comparable to the hull radius or less. The fractions landing inside the hull are smaller earlier in growth. The numerical output below lists the values used here. It also gives the conformal radius $A/R$ found from $\kappa$ in (13) with the known large-distance form of $K$, a result not needed in the derivation.

## Calculated quantities

```
Wedge exponent, right-angled tip: 0.6667
Lattice tip exponent, diamond n=128 to 256: 0.6666
Cross tip exponent, lattice / wedge: 0.4987 / 0.5000
Rhombus sharp angle: 53.13 degrees
  exponent, lattice / wedge: 0.5870 / 0.5866
Rhombus blunt angle: 126.87 degrees
  exponent, lattice / wedge: 0.7723 / 0.7721
Map integral I: 1.19814
Conformal radius/R, map / lattice: 0.83463 / 0.83470
Near-tip probability, n=256, 16 sites each side
  lattice / map: 0.06031 / 0.06003
Continuum coefficient (3I/4)^(2/3)/pi: 0.29641
Lattice tip coefficient C: 0.26757
Effective tip arc on each side: 0.8577 spacings
Number exponent, n=64 to 128: 1.6563
Filling decay exponent, n=64 to 128: 0.3437
Simulated clusters: 4 of 2000 particles
  effective dimension from ensemble radius: 1.765
  range over single clusters: 1.595 to 1.941
  mean largest radius: 79.0 spacings
  diamond-model radius at same N: 58.4 spacings
Example spacing: 0.26 nm; tip radius: 100 sites
Example tip radius: 26.0 nm
Tip-site probability at n=100: 0.01242
Mid-face site probability at n=100: 0.00191
Island atoms, waiting sum / power law: 4874 / 4831
Relative spread of N for one tip: 10.8 %
Sites in full diamond: 20201; filling: 24.1 %
Terrace / edge barrier: 0.40 / 0.25 eV
Attempt rate: 1.0e+13 1/s; temperature: 350 K
Flux: 1.0e-04 monolayers/s
Capture zone: 300 x 300 = 90000 sites
Arrival rate in zone: 9.00 1/s
Deposition time: 542 s
Terrace hop rate: 1.74e+07 1/s
Terrace rate / one-walker requirement: 21.5
Edge hop rate: 2.51e+09 1/s
Edge hops between arrivals: 2.79e+08
Edge barrier for one hop per arrival: 0.837 eV
Edge-freezing temperature: 104.6 K
Terrace hop rate there: 5.33e-07 1/s
One-walker terrace-rate requirement: 8.10e+05 1/s
Hit-and-stick window, 50-1000 K: False
Direct landing inside final hull: 22.4 %
Direct landing on final island: 5.4 %
```
